# Lattice Expansion and the Stoner Instability of a d-Band Metal

## Problem

A cubic d-band metal is nonmagnetic at its equilibrium lattice constant \(a_0\). Let \(N\) be the d density of states at the Fermi level per atom and per spin, and let \(I\) be the exchange parameter of the mean-field energy

\[
E(m)=E_{\rm band}(m)-\tfrac14 I m^2 ,
\]

where \(m=n_\uparrow-n_\downarrow\) is the moment per atom in Bohr magnetons. At \(a_0\) the Stoner product is \(S_0=IN_0=0.9\). The crystal is expanded equally along all three axes. The d count and \(I\) stay fixed, and the temperature is zero.

1. Explain why \(N\propto a^5\) is reasonable for a d band.
2. Find the condition under which the nonmagnetic state becomes unstable to a small moment.
3. Find the linear expansion at which this happens.

## Hints

**Hint 1.** Outside its own atom, take a d orbital to be a solution of Laplace's equation that decays. Near a neighbouring atom the same function is smooth. Count powers of length.

**Hint 2.** If every level of a band is multiplied by one factor, what happens to the number of states per unit energy at fixed filling?

**Hint 3.** To create a moment \(m\), only \(m/2\) electrons change spin. Compare the band energy this costs with the exchange energy it gains, both to order \(m^2\).

## Solution

### 1. The fifth power

The decaying d-like solution centred at \(\mathbf R=R\hat z\) is

\[
f_m(\mathbf r)=\frac{Q_m(\mathbf r-\mathbf R)}{|\mathbf r-\mathbf R|^5},
\]

where \(Q_m\) is a quadratic solid harmonic and \(m\), in this section only, labels the orbital and not the moment. If \(\mathbf r\) and \(\mathbf R\) are both multiplied by \(\lambda\), \(f_m\) is multiplied by \(\lambda^{2-5}=\lambda^{-3}\). Near the neighbour at the origin \(f_m\) is smooth, so its d-like part is quadratic in \(\mathbf r\). The coefficient of that part must supply the remaining power, \(R^{-5}\).

The coefficients follow from an expansion close to the \(z\) axis. With \(Q_0=z^2-(x^2+y^2)/2\), \(Q_1=\sqrt3\,xz\) and \(Q_2=\tfrac{\sqrt3}{2}(x^2-y^2)\),

\[
\begin{aligned}
f_0&\to (R-z)^{-3}=R^{-3}\left(1+\frac{3z}{R}+\frac{6z^2}{R^2}+\dots\right),\\
f_1&\to-\sqrt3\,x\,(R-z)^{-4}=-\sqrt3\,x\,R^{-4}\left(1+\frac{4z}{R}+\dots\right),\\
f_2&\to \tfrac{\sqrt3}{2}(x^2-y^2)\,R^{-5}+\dots
\end{aligned}
\]

The d-like parts are therefore \(6Q_0/R^5\), \(-4Q_1/R^5\) and \(Q_2/R^5\). If the orbital inside each atom keeps its shape, the hopping energies are proportional to these amplitudes and fall as \(R^{-5}\). This is a model of the d band alone, without mixing with s and p states.

Now measure energies from the atomic d level. Under uniform expansion all hoppings, and hence all band energies, are divided by

\[
s=(a/a_0)^5 .
\]

Let \(n_0(E)\) be the number of states per atom and spin below \(E\) at \(a_0\). After expansion the number is \(n(E)=n_0(sE)\). Fixed filling requires \(sE_F=E_{F0}\), so

\[
N=\left.\frac{dn}{dE}\right|_{E_F}=s\,n_0'(E_{F0})=N_0\left(\frac{a}{a_0}\right)^5 .
\]

### 2. The instability condition

Each spin initially holds \(\bar n\) electrons. Moving \(m/2\) electrons from down to up gives \(n_\uparrow=\bar n+m/2\) and \(n_\downarrow=\bar n-m/2\), whose difference is \(m\). Let \(\mu(n)\) be the energy to which one spin band is filled when it holds \(n\) electrons. Since \(dn/d\mu=N\), we have \(\mu'(\bar n)=1/N\). When \(q\) electrons have already been moved, the cost per further electron is

\[
\mu(\bar n+q)-\mu(\bar n-q)=\frac{2q}{N}+O(q^3),
\]

because the even powers of \(q\) cancel. Integration gives

\[
E_{\rm band}(m)-E_{\rm band}(0)=\int_0^{m/2}\frac{2q}{N}\,dq+O(m^4)=\frac{m^2}{4N}+O(m^4).
\]

Adding the exchange energy,

\[
E(m)-E(0)=\frac{m^2}{4}\left(\frac1N-I\right)+O(m^4).
\]

The nonmagnetic state is a local minimum for \(IN<1\) and is unstable for \(IN>1\). The \(N\) here counts one spin. If both spins are counted, the condition becomes \(IN_{\rm tot}/2>1\).

### 3. The expansion

Write \(a=a_0(1+x)\). With \(I\) constant, the threshold is

\[
S_0(1+x)^5=1
\quad\Longrightarrow\quad
x=S_0^{-1/5}-1=0.9^{-1/5}-1=0.0213 .
\]

**The linear expansion is about 2.1 percent**, and the volume grows by 6.5 percent. For \(S_0\) close to 1 the result reduces to \(x\approx(1-S_0)/5\): the missing part of the product is divided by five.

This is the threshold for loss of *local* stability. It is the onset of ferromagnetism when the moment grows continuously from zero. Variation A shows a band for which it is not.

### Numbers for a palladium-like band

Take an fcc crystal with palladium-like model inputs: \(a_0=0.389\) nm, d-band width 5.5 eV and 9.6 d electrons per atom. The product 0.9 is set by the problem. Diagonalizing the nearest-neighbour d band with the hoppings above, signed so that the \(\sigma\), \(\pi\) and \(\delta\) hoppings stand as \(-6:+4:-1\) (the opposite sign turns the band upside down and gives a much smaller \(N_0\)), and smoothing its density of states with a Gaussian of width 0.08 eV, gives \(N_0=1.52\) eV\(^{-1}\). Hence \(I=0.9/1.52=0.59\) eV. These two values depend on the smoothing: with a width of 0.02 eV they become 1.64 eV\(^{-1}\) and 0.55 eV. The uniform threshold does not change, because the product is fixed at 0.9.

At threshold \(a=0.389\times1.0213=0.397\) nm. The width has fallen to \(5.5\times0.9=4.95\) eV and \(N\) has risen to 1.69 eV\(^{-1}\), so that \(IN=0.592\times1.690=1.00\).

For this band the energies of finite moments were also compared. Between 0.04 and 0.38 \(\mu_B\) the product needed for a moment to lower the energy is smallest at the smallest moment, where it is 1.001. No early jump to a larger moment appears in that range, which agrees with a continuous onset. The margin depends on the smoothing: at 0.3 \(\mu_B\) the product needed is 1.07 with a width of 0.08 eV but only 1.01 with 0.02 eV. For the sharper band the moment therefore rises steeply near the same threshold, and the model does not firmly separate a continuous onset from a small jump.

The threshold is sensitive to its inputs, because it depends on a small difference from 1:

- An initial product of 0.85 gives 3.3 percent, and 0.95 gives 1.0 percent.
- If \(I\) varies as \(a^{p}\), the exponent 5 becomes \(5+p\). The threshold is 2.7 percent for \(p=-1\) and 1.8 percent for \(p=+1\).
- At 300 K the Fermi edge is blurred by an rms width \(\pi k_BT/\sqrt3=0.047\) eV. Adding this in quadrature to the smoothing lowers the unstrained product from 0.90 to 0.87. With a smoothing of only 0.02 eV, and \(I\) reset to keep the starting product at 0.90, it falls to 0.89.
- Warming by 100 K, with a rough expansion coefficient of \(1.2\times10^{-5}\) K\(^{-1}\), stretches the lattice by 0.12 percent. By itself this raises the product only to 0.905.

Spin fluctuations are left out of all these estimates.

## Variation A: a dip at the Fermi level

*Let the band be half filled, with \(N(E)=N_0(1+u^2/2)\), \(u=E/w\) and \(|u|<1\). The half-width \(w\) scales as \(a^{-5}\), and again \(S_0=0.9\). When does a magnetic state first have the lower energy?*

Fill the up band to \(+uw\) and the down band to \(-uw\). The number of electrons moved is

\[
\frac m2=\int_0^{uw}N\,dE=N_0w\left(u+\frac{u^3}{6}\right).
\]

Each electron taken from \(-E\) and placed at \(+E\) costs \(2E\), so the total cost is

\[
2\int_0^{uw}E\,N\,dE=N_0w^2\left(u^2+\frac{u^4}{4}\right).
\]

The gain is \(I(m/2)^2\). It exceeds the cost when

\[
IN_0>g(u),\qquad g(u)=\frac{1+u^2/4}{(1+u^2/6)^2},
\]

where \(N_0\) now takes its value at the expanded lattice constant. With \(t=u^2\),

\[
\frac{d\ln g}{dt}=\frac{1}{4+t}-\frac{2}{6+t}=-\frac{2+t}{(4+t)(6+t)}<0 .
\]

The requirement is therefore weakest at \(u=1\), the fully polarized state, where \(g=(5/4)(36/49)=45/49\). The magnetic state wins from

\[
0.9\,(1+x)^5=\frac{45}{49}
\quad\Longrightarrow\quad
x=\left(\frac{50}{49}\right)^{1/5}-1=0.0041 ,
\]

that is, from 0.4 percent. Between 0.4 and 2.1 percent the nonmagnetic state survives as a metastable minimum, and the transition is a jump. The same energy comparison for a half-filled semi-elliptic band, which has a maximum at the Fermi level, gives 2.13 percent, in agreement with the Stoner condition.

## Variation B: a coherent (001) film

*A film of the same metal is stretched by a strain \(e\) along both in-plane cube axes, and its surface is free. Does a misfit of 2.1 percent make it ferromagnetic?*

The elastic energy density is

\[
U=\tfrac12C_{11}(2e^2+e_z^2)+C_{12}(e^2+2e\,e_z).
\]

A free surface carries no normal stress, so \(\partial U/\partial e_z=C_{11}e_z+2C_{12}e=0\). With the model inputs \(C_{11}=230\) GPa and \(C_{12}=175\) GPa,

\[
e_z=-\frac{2C_{12}}{C_{11}}\,e=-1.52\,e .
\]

The film contracts along its normal, and most of the volume gain is lost. To first order, cubic symmetry requires the three axial strains to affect \(N\) equally: \(\delta\ln N=A(e_x+e_y+e_z)\). Uniform expansion gives \(3A=5\). For the film, then,

\[
\frac{d\ln N}{de}=\frac53\left(2-\frac{2C_{12}}{C_{11}}\right)=\frac{10}{3}\left(1-\frac{C_{12}}{C_{11}}\right)=0.80 ,
\]

compared with 5 for uniform expansion. Extrapolating this slope would put the threshold at \(-\ln(0.9)/0.80\), about 13 percent, far outside the range of a first-order expansion.

Direct diagonalization shows how early the extrapolation fails. At \(e=2.13\) percent the first-order estimate of the product is \(0.9(1+0.80\times0.0213)=0.915\), but the computed value is 0.82. At 4 percent it is 0.78. With the smoothing reduced to 0.02 eV, and \(I\) reset to keep \(S_0=0.9\), both values are about 0.77. In this model, at these strains, the higher-order effect of the change of shape outweighs the volume effect and moves the film away from ferromagnetism. At smaller strains the product stays near its start; with the 0.02 eV smoothing it rises to about 0.91 at 0.5 to 1 percent before it falls.

**Beside the real metal.** Bulk palladium is a paramagnet close to ferromagnetism, which is why its band serves here. The model \(N_0\) is somewhat above the roughly 1.2 eV\(^{-1}\) per spin of fuller band calculations, and \(I\) is correspondingly low; the uniform threshold depends on their product alone. The 2.1 percent rests on the assumed product, the pure fifth power and the fixed d count and \(I\), so it is a model figure and not a prediction for palladium. The assumption that a real film breaks first is uniform expansion. In linear elasticity, 2.13 percent along all axes needs a tension of \((C_{11}+2C_{12})x\approx12\) GPa on every face, and a free surface cannot supply the normal part. With only the in-plane strain imposed and the normal free to contract, the model product at 2.13 percent is 0.82 instead of 1. The in-plane stress is then \((C_{11}+C_{12}-2C_{12}^2/C_{11})e\approx3\) GPa, large enough that dislocations may relieve it. Two crossed arrays of edge dislocations, with in-plane Burgers vectors of length \(a_0/\sqrt2=0.275\) nm, would remove the whole misfit at a spacing of \(0.275/0.0213\approx13\) nm.

In very thin films the surface matters as well. The mean square band energy on an atom is a sum of squared hoppings to its neighbours, so the local width scales as the square root of their number. A (001) surface atom has 8 neighbours instead of 12. If the band shape and filling are unchanged, its local product is \(0.9\sqrt{12/8}=1.10\) without any strain. That condition is not safe here. Missing neighbours also change the shape of the local band, and with the Fermi level close to a narrow peak this can lower the local density of states by more than the narrowing raises it. The estimate therefore does not settle even the sign of the surface effect.

The main computed values are collected in the numerical output below.

## Computed results

```
Initial Stoner product: 0.90
Critical ratio a/a0: 1.02130
Critical uniform linear expansion: 2.130 percent
Logarithmic estimate: 2.107 percent
Linear estimate: 2.222 percent
Volume expansion at threshold: 6.53 percent
Tail coefficients |m|=0,1,2 at R=1: [ 6. -4.  1.]
Tail powers of R: [-5. -5. -5.]
Onset by energy, semi-elliptic band: 2.130 percent
Onset by energy, band 1+0.5u^2: 0.405 percent
Rough lattice constant: 0.389 nm
Lattice constant at threshold: 0.3973 nm
Rough d-band width: 5.50 eV
Width at threshold: 4.95 eV
d electrons per atom: 9.6
Gaussian smoothing width: 0.082 eV
Model N per atom and spin: 1.521 1/eV
Model N at threshold: 1.690 1/eV
Exchange parameter I = 0.9/N: 0.592 eV
Diagonalized product at threshold: 1.000000
fcc band: product needed at moment 0.04: 1.0009
fcc band: lowest product needed, moments 0.04-0.38: 1.0009
fcc band: moment at that lowest value: 0.040 mu_B
fcc band: expansion for that value: 2.15 percent
C11: 230 GPa
C12: 175 GPa
Film normal strain / in-plane strain: -1.522
dlnN/de, uniform strain: 5.000
dlnN/de, volume-conserving strain: 0.000
dlnN/de, film, diagonalized: 0.797
dlnN/de, film, formula: 0.797
Linear estimate of film misfit needed: 13.2 percent
Film product at in-plane strain x_crit: 0.820
Film product at in-plane strain 4 percent: 0.779
Film stress at in-plane strain x_crit: 2.95 GPa
Linear-elastic tension for uniform x_crit: 12.4 GPa
Edge dislocation spacing removing x_crit: 12.9 nm
Threshold if I varies as a^-1: 2.67 percent
Threshold if I varies as a^+1: 1.77 percent
Threshold if initial product is 0.85: 3.30 percent
Threshold if initial product is 0.95: 1.03 percent
Rms thermal width at 300 K: 0.0469 eV
Unstrained product with 300 K smearing: 0.8678
Rough thermal strain for 100 K warming: 0.12 percent
Product after 100 K warming, expansion only: 0.9054
Surface-layer product, second-moment estimate: 1.102
```
